Multipole-to-local translation by rotation and a shift along z

Point-and-shoot translation of multipole expansions

Result

Let source charges lie within a distance a of the origin and target points within a distance b of a centre R = R R̂, with a + b < R. The multipole moments M of the sources, of orders l ≤ p, are to be turned into the coefficients L, of orders j ≤ p, of a local expansion about R. Three statements hold.

(i) The truncated map L = K M factorises exactly as

K = D T D†,

where D† rotates R̂ onto the z axis, T translates along z without changing the azimuthal index m, and D rotates back.

(ii) With the matrices stored, K costs (p+1)⁴ multiplications and the factorised form costs (p+1)(10p² + 26p + 15)/3, which is the smaller number for p ≥ 3.

(iii) For a unit source and any target the error of the truncated potential is at most E_p, this value is attained, and

E_p ≤ G_p = [ (a/(R−b))^(p+1) + (b/(R−a))^(p+1) ] / (R−a−b).

Rydberg atomic units are used: lengths in bohr, charges in units of e, e² = 2. The potential function is φ(r) = Σ q/|r−t| over sources q at t, and the energy of target charges Q is U = 2 Σ Q φ in Ry.

Harmonics and the two expansions

For m ≥ 0 define, with the Condon–Shortley phase,

C_lm = (−1)^m √((l−m)!/(l+m)!) sin^m θ P_l^(m)(cos θ) e^(imϕ),  C_l,−m = (−1)^m C*_lm,

where P_l^(m) is the m-th derivative of the Legendre polynomial, so that C_lm = √(4π/(2l+1)) Y_lm and C_lm(ẑ) = δ_m0. Put S_lm(r) = r^l C_lm(r̂), N_lm = √((l+m)!(l−m)!) and I_lm(r) = N_lm C_lm(r̂)/r^(l+1).

A rotation mixes the 2l+1 functions C_lm of one l unitarily, because it preserves harmonicity, degree and the inner product on the sphere. The sum Σ_m C*_lm(t̂) C_lm(r̂) is therefore unchanged when both arguments are rotated together. Turning t̂ to ẑ leaves C_l0 = P_l, which gives the addition theorem

Σ_m C*_lm(t̂) C_lm(r̂) = P_l(t̂·r̂).  (1)

With the generating function of the P_l, for |t| < r,

1/|r−t| = Σ_l |t|^l P_l(t̂·r̂)/r^(l+1) = Σ_lm S*_lm(t) I_lm(r)/N_lm.  (2)

Hence φ(r) = Σ M_lm I_lm(r)/N_lm with M_lm = Σ q S*_lm(t). The local expansion is φ(R+s) = Σ L_jk S_jk(s).

The direct map

The irregular harmonics are derivatives of 1/r. Let A₊ = ∂x + i∂y, A₋ = −(∂x − i∂y), A₀ = −∂z, and let A(l,m) denote A₊^m A₀^(l−m) for m ≥ 0 and A₋^|m| A₀^(l−|m|) for m < 0. The claim is

I_lm = A(l,m)(1/r).  (3)

Take m ≥ 0. Since A₊r = (x+iy)/r and A₊(x+iy) = 1 + i² = 0,

A₊^m (1/r) = (−1)^m (2m−1)!! (x+iy)^m / r^(2m+1).

Applying A₀^(l−m) keeps the factor (x+iy)^m. The result is harmonic, homogeneous of degree −l−1 and proportional to e^(imϕ), so by separation of variables it is a multiple of C_lm/r^(l+1). The multiple follows from the coefficient of (x+iy)^m on the positive z axis. There r = z and (−∂z)^(l−m) z^(−2m−1) = [(l+m)!/(2m)!] z^(−l−m−1). With (2m)! = (2m−1)!! 2^m m! the coefficient is (−1)^m (l+m)!/(2^m m!) z^(−l−m−1). For the left side of (3), the Rodrigues formula needs the (l+m)-th derivative of (x−1)^l (x+1)^l at x = 1, where only the Leibniz term with l derivatives on (x−1)^l survives:

P_l^(m)(1) = [1/(2^l l!)] binom(l+m, l) · l! · [l!/(l−m)!] 2^(l−m) = (l+m)!/(2^m m! (l−m)!).

Using sin^m θ e^(imϕ) = (x+iy)^m/r^m, the coefficient in I_lm is (−1)^m N_lm √((l−m)!/(l+m)!) P_l^(m)(1) z^(−l−m−1). Here N_lm √((l−m)!/(l+m)!) = (l−m)!, so the coefficient is (−1)^m (l+m)!/(2^m m!) z^(−l−m−1), the same as before. For negative m, A₋ = −A₊* and I_l,−m = (−1)^m I*_lm, so (3) follows by conjugation.

On a harmonic function A₊A₋ = −(∂x² + ∂y²) = ∂z² = A₀². Each pair A₊A₋ in a product can thus be replaced by A₀², and

A(l,m) A(j,k) = A(l+j, m+k) on harmonic functions.  (4)

Now set r = R and t = −s in (2). The left side is real, so the right side may be conjugated. With S_jk(−s) = (−1)^j S_jk(s) and I*_jk = (−1)^k I_j,−k,

1/|R+s| = Σ_jk (−1)^(j+k) [S_jk(s)/N_jk] I_j,−k(R).

Apply A(l,m) with respect to R at fixed s. Termwise differentiation is allowed because this series of harmonic functions converges uniformly on compact parts of R > |s|. The left side becomes I_lm(R+s) by (3), and by (3) and (4) each I_j,−k becomes I_l+j,m−k. Multiplying by M_lm/N_lm and summing gives L_jk = Σ_lm K_jk,lm M_lm with

K_jk,lm = (−1)^(j+k) I_l+j,m−k(R) / (N_jk N_lm).  (5)

An entry vanishes only if the polar angle of R̂ is a zero of C_l+j,m−k. For given p such angles are finite in number, so for a generic direction all (p+1)⁴ entries are nonzero.

Shooting along z

For R = Rẑ, C_nμ(ẑ) = δ_μ0 and N_n0 = n!, so I_nμ = δ_μ0 n!/R^(n+1). Equation (5) then forces k = m:

L_jm = Σ_l T^m_jl M_lm,  T^m_jl = (−1)^(j+m) (l+j)! / (N_jm N_lm R^(l+j+1)),  l, j ≥ |m|.  (6)

The reason is symmetry: a shift along z commutes with rotations about z, so a field varying as e^(imϕ) still varies so about the new centre. As a sign check, l = 0 gives T⁰_j0 = (−1)^j/R^(j+1), the Taylor coefficients of 1/(R+z).

Pointing

Let α and β be the azimuth and polar angle of R̂, and 𝓡 = R_z(α) R_y(β), which carries ẑ to R̂. In the coordinates r′ = 𝓡⁻¹r the centre R lies at Rẑ. The operator f(r) → f(𝓡⁻¹r) respects products of rotations. For a small angle ε about n, 𝓡⁻¹r = r − ε n×r, so f changes by −ε (n×r)·∇f = −iε n·J f with J = −i r×∇, and a finite angle gives exp(−i angle n·J). The operator for 𝓡 is therefore exp(−iαJ_z) exp(−iβJ_y), and

S_lm(𝓡⁻¹r) = Σ_m′ S_lm′(r) D^l_m′m,  D^l_m′m = e^(−im′α) d^l_m′m(β),  d^l_m′m = ⟨lm′| exp(−iβJ_y) |lm⟩.  (7)

With J_± = J_x ± iJ_y the exponent is −iβJ_y = −(β/2)(J₊ − J₋). In the Condon–Shortley convention J₊ and J₋ have real positive elements and are transposes of each other, so the exponent is real and antisymmetric and d^l is real orthogonal.

Conjugating (7) at each source gives the moments in the rotated frame,

M′_lm = Σ q S*_lm(𝓡⁻¹t) = Σ_m′ d^l_m′m e^(im′α) M_lm′,  that is M′ = D†M.

There (6) applies, L′ = T M′. Inserting (7) in φ = Σ L′_jm S_jm(𝓡⁻¹s) and reading off the coefficient of S_jk(s),

L_jk = e^(−ikα) Σ_m d^j_km L′_jm,  that is L = D L′.

Both routes expand 1/|R+s−t| in products S_jk(s) S*_lm(t), and these products are linearly independent, so the coefficients agree block by block: K_jl = D^j T_jl D^l†, with K_jl the block that joins order l to order j. Dropping the blocks with l > p or j > p drops the same terms on both sides. This proves (i) and shows that the rotations add no truncation error. For β = 0 the matrices d are unit matrices, the phases cancel because T is diagonal in m, and K = T.

Operation count

One multiplication is counted for each product of a stored coefficient with an expansion coefficient, trivial ones included. The two phase steps cost (p+1)² each. One rotation costs

Σ_l (2l+1)² = 4·p(p+1)(2p+1)/6 + 4·p(p+1)/2 + (p+1) = (p+1)(2p+1)(2p+3)/3.

The block T^m has p+1−|m| rows and columns, so the axial step costs

(p+1)² + 2 Σ_(n=1..p) n² = (p+1)² + p(p+1)(2p+1)/3 = (p+1)(2p² + 4p + 3)/3.

The sum is (p+1)[(6p+6) + (8p²+16p+6) + (2p²+4p+3)]/3 = (p+1)(10p²+26p+15)/3. The direct count exceeds it when 3(p+1)³ − (10p²+26p+15) = 3p³ − p² − 17p − 12 is positive. This cubic equals −12, −27, −26, +9 at p = 0, 1, 2, 3 and its derivative 9p² − 2p − 17 is positive for p ≥ 2, which proves (ii). The ratio of the counts grows as 0.3p at large p. The count is not a running time. If K is stored as a complex matrix, the count favours the direct map by nearly a factor of two at large p: d and T are real, so each of their products with a complex coefficient takes two real multiplications, while a product with a complex entry of K takes four. This factor is not intrinsic. By (5), K_jk,lm is e^(i(m−k)α) times a real number, so with the same two phase steps the direct kernel is real as well. The direct map then takes 2(p+1)⁴ + 8(p+1)² real multiplications, and the ratio of real multiplications is close to the ratio of the counts, 6.0 against 6.1 at p = 20.

Building the d tables

The matrix d depends only on the matrices of J_±, so it may be built by coupling spins. The Risbo recursion couples angular momentum J−½ to spin ½:

|J,m⟩ = √((J+m)/2J) |J−½, m−½⟩↑ + √((J−m)/2J) |J−½, m+½⟩↓.  (8)

For m = J this is the product of the two top states, which J₊ annihilates, so it has total angular momentum J. For lower m use induction with J₋|J,m⟩ = √((J+m)(J−m+1)) |J,m−1⟩, the lowering operator acting on both factors. The coefficient of |J−½, m−3/2⟩↑ is √((J+m)/2J) √((J+m−1)(J−m+1)) = √((J+m)(J−m+1)) √((J+m−1)/2J). The coefficient of |J−½, m−½⟩↓ is √((J+m)/2J) + √((J−m)/2J) √((J+m)(J−m)) = √((J+m)/2J)(J−m+1) = √((J+m)(J−m+1)) √((J−m+1)/2J). These are the coefficients of (8) at m−1 times the common factor.

For spin ½, G = J₊ − J₋ sends ↓ to ↑ and ↑ to −↓, so G² = −1 and exp(−βG/2) = c − σG with c = cos(β/2), σ = sin(β/2). Thus d↑↑ = d↓↓ = c, d↑↓ = −σ, d↓↑ = σ. The rotation acts on both factors of (8). With u_m = √((J+m)/2J), v_m = √((J−m)/2J) and d̃ = d^(J−½),

d^J_m′m = c u_m′ u_m d̃_(m′−½,m−½) − σ u_m′ v_m d̃_(m′−½,m+½) + σ v_m′ u_m d̃_(m′+½,m−½) + c v_m′ v_m d̃_(m′+½,m+½).  (9)

At step n = 2J each of the n² old entries feeds four new ones, so all tables up to l = p take Σ_(n=1..2p) 4n² = (4/3)p(2p+1)(4p+1) terms. This is O(p³), but at p = 20 it is 88560 terms against 31745 multiplications for one application, so the tables should be reused. In a cubic tree the translation vectors are the box edge times an integer vector with components between −3 and 3 and at least one of size 2 or more, which makes 7³ − 3³ = 316 vectors. Enumerating cos β = n_z/|n| over them gives only 49 distinct values.

Truncation error

Take the frame with R = Rẑ, which the factorisation permits, and one unit source. With u = t − s, (2) gives 1/|Rẑ − u| = Σ_n |u|ⁿ P_n(û·ẑ)/R^(n+1) for |u| < R, which a + b < R ensures. Let w = ẑ + i e with e = (cos χ, sin χ, 0), and let ⟨ ⟩ be the average over χ. Since w·w = 1 − 1 = 0, ∇²(u·w)ⁿ = n(n−1)(w·w)(u·w)^(n−2) = 0. The average ⟨(u·w)ⁿ⟩ is harmonic, of degree n and symmetric about z, hence a multiple of |u|ⁿP_n. On the positive axis both equal |u|ⁿ, which gives Laplace's integral

|u|ⁿ P_n(û·ẑ) = ⟨(u·w)ⁿ⟩.

The binomial theorem splits off the part of degree l in t and j in s:

τ_lj = binom(l+j, l) ⟨ (t·w)^l (−s·w)^j ⟩ / R^(l+j+1).

The block K_jl contributes the part of the same two degrees, and homogeneous parts of a power series are unique, so τ_lj is that contribution. Because ẑ and e are real and orthonormal, |t·w|² = t_z² + (t·e)² ≤ |t|², and likewise for s. Therefore

|τ_lj| ≤ B_lj = binom(l+j, l) a^l b^j / R^(l+j+1).  (10)

Summing over l + j = n gives (a+b)ⁿ/R^(n+1), and summing over n gives 1/(R−a−b). The double series converges absolutely, and the error is bounded by the omitted B_lj:

E_p = 1/(R−a−b) − Σ_(l,j≤p) B_lj.

For t = aR̂ and s = −bR̂, the two nearest points of the spheres, t·w = a and −s·w = b for all χ. Then τ_lj = B_lj and the error equals E_p, so no smaller bound holds for all pairs in the two spheres.

The omitted terms lie in the strip l > p or the strip j > p. From Σ_j binom(l+j, l) y^j = (1−y)^(−l−1) with y = b/R, the sum of B_lj over all j is a^l/(R−b)^(l+1). The geometric sum over l > p is

(a/(R−b))^(p+1) / [(R−b)(1 − a/(R−b))] = (a/(R−b))^(p+1)/(R−a−b).

The other strip follows by exchanging a and b, and the two add to G_p. The corner l, j > p is counted twice, so G_p − E_p is the sum of B_lj over the corner, which proves (iii). For many charges the triangle inequality gives |error of U| ≤ 2 Σ|q| Σ|Q| E_p.

The first strip is the error of the multipole series seen from the nearest target, and the second is that of the local series for the nearest source. For b = 0 only the first remains and G_p = E_p = (a/R)^(p+1)/(R−a). For b > 0 the first term alone is not a bound: E_p is the first strip plus the positive terms with j > p, l ≤ p, and the collinear pair attains it. For a = b and x = a/R < ½, every corner term has l + j ≥ 2p+2, so the corner is at most (2x)^(2p+2)/(R−2a), while G_p = 2(x/(1−x))^(p+1)/(R−2a). Then

(G_p − E_p)/G_p ≤ ½ [4x(1−x)]^(p+1),

which tends to zero, so the ratio a/(R−a) is the true worst-case rate.

The condition a + b < R cannot be weakened to a < R and b < R. For the collinear pair all terms are positive and the kept square contains all terms with l + j ≤ p, whose sum Σ_(n≤p) (a+b)ⁿ/R^(n+1) diverges with p when a + b ≥ R. With a = b = 0.6 bohr and R = 1 bohr the true value is 1/0.2 = 5 e/bohr, and the square sum exceeds it by 18.08, 140.8 and 4804 e/bohr at p = 5, 10 and 20.

Rounding error

The analysis is to first order in the unit roundoff ε, with 2-norms taken within one order l. Write (9) as d^J = Vᵀ(d̃ ⊗ d^½)V, where the columns of V are the orthonormal states (8). An error Δ in d̃ becomes Vᵀ(Δ ⊗ d^½)V, of norm at most ‖Δ‖, so old errors are not amplified. Step n adds a few ε to each entry, at most a few (n+1)ε in norm, and the total up to n = 2p is O(p²)ε. In double precision, for R̂ along (3.1, 1.7, 2.9), the largest entry of d dᵀ − 1 at l = 60 comes out as 6×10⁻¹⁵.

Applying d^l to a vector x forms sums of n = 2l+1 products. Each sum has error at most nε Σ|d||x| ≤ nε‖x‖ by the Cauchy–Schwarz inequality, since rows have unit length, so the error vector has norm at most n^(3/2) ε‖x‖. By (1) at equal arguments, ‖S_l(t)‖ = |t|^l, so ‖M_l‖ ≤ Σ|q| a^l, and the rotations preserve this norm. The block T_jl is diagonal, and (l+m)!(l−m)! ≥ l!² because (l+1)…(l+m) ≥ l…(l−m+1). Hence ‖T_jl‖ = binom(l+j, l)/R^(l+j+1), reached at m = 0. A relative error η per block in any stage therefore changes φ by at most η Σ|q| Σ B_lj ≤ η Σ|q|/(R−a−b). With η = O(p²)ε per stage, the rounding error grows only polynomially in p, relative to the same scale 1/(R−a−b) as the truncation bound. For five random charges in a box of edge 2 bohr at p = 6, the two routes differ over the 316 vectors by at most 1×10⁻¹⁵ of the largest |L_jk|.

Worked example

Two model boxes of edge 2 bohr have a = b = √3 = 1.732051 bohr and R = (4, 2, 2) bohr, R = 4.898979 bohr. The sources are +1 at (1, 1, 1), −1 at (−0.5, 0.5, 0) and +1 at (0, −1, 0.5). The targets, relative to R, are +1 at (−1, −1, −1) and −1 at (0.5, 0, 0.5). The six squared distances give

U = 2[ 1/√4 − 1/√13.5 + 1/√13.25 − 1/√15.5 + 1/√33.5 − 1/√33.25 ] = 0.495814 Ry = 6.7459 eV.

Take p = 1. All quantities are in powers of bohr and e, and last digits may differ by one through rounding. With S₀₀ = 1, S₁₀ = z, S₁₁ = −(x+iy)/√2 and source dipole (1.5, −0.5, 1.5),

M₀₀ = 1,  M₁₀ = 1.5,  M₁₁ = −(1.5 + 0.5i)/√2 = −1.060660 − 0.353553i.

Real charges give M_l,−m = (−1)^m M*_lm, and real potentials give the same rule for L. The angles have cos α = 0.894427, sin α = 0.447214, cos β = 0.408248, sin β = 0.912871. Two steps of (9) give d¹₁₁ = c² = (1+cos β)/2, d¹₁₀ = −√2 cσ = −sin β/√2, d¹₁,₋₁ = σ² and d¹₀₀ = c² − σ² = cos β. With columns m = −1, 0, 1:

row −1: 0.704124, 0.645497, 0.295876
row 0: −0.645497, 0.408248, 0.645497
row +1: 0.295876, −0.645497, 0.704124

Point. The phase step gives X₁ = e^(iα)M₁₁ = −0.790569 − 0.790569i, X₀ = 1.5, X₋₁ = −X₁* = 0.790569 − 0.790569i. Using columns of d¹,

M′₁₀ = 0.645497 X₋₁ + 0.408248 X₀ − 0.645497 X₁ = 0.510310 + 0.612372 + 0.510310 = 1.632993,

M′₁₁ = 0.295876 X₋₁ + 0.645497 X₀ + 0.704124 X₁ = 0.645497 − 0.790569i.

The value M′₁₀ is the dipole component along R̂, (6 − 1 + 3)/4.898979, as it must be.

Shoot. Equation (6) gives T⁰₀₀ = 1/R = 0.204124, T⁰₀₁ = −T⁰₁₀ = 1/R² = 0.041667, T⁰₁₁ = −2/R³ = −0.017010, T¹₁₁ = 1/R³ = 0.008505. Then

L′₀₀ = 0.204124 + 0.041667 × 1.632993 = 0.272166,

L′₁₀ = −0.041667 − 0.017010 × 1.632993 = −0.069444,

L′₁₁ = 0.008505 × (0.645497 − 0.790569i) = 0.005490 − 0.006724i.

Rotate back. With L′₁,₋₁ = −0.005490 − 0.006724i and rows of d¹,

L₁₀ = 2 × 0.645497 × 0.005490 − 0.408248 × 0.069444 = −0.021263.

Row +1 gives real part −0.001624 + 0.044826 + 0.003866 = 0.047067 and imaginary part −0.006724, so

L₁₁ = e^(−iα)(0.047067 − 0.006724i) = 0.039091 − 0.027063i.

The target sums W_jk = Σ Q S_jk(s) are W₀₀ = 0, W₁₀ = −1.5 and W₁₁ = (1.5 + i)/√2 = 1.060660 + 0.707107i. The terms k = ±1 are complex conjugates, so

U₁ = 2[ L₁₀W₁₀ + 2 Re(L₁₁W₁₁) ] = 2[ 0.031894 + 2(0.041462 + 0.019136) ] = 0.30618 Ry.

The prefactor of the bounds is 2 × 3 × 2 = 12 Ry bohr, R − a − b = 1.434878 bohr and a/(R−b) = 0.546918, so the geometric bound at p = 1 is 12 × 2 × 0.546918²/1.434878 = 5.003 Ry. The same steps in double precision, with d from (9), give the following. The columns are p, U_p, the absolute error |U_p − U|, 12E_p and 12G_p (all in Ry), then the direct and factorised counts.

1  0.306186  1.90×10⁻¹  3.57  5.00  16  34
2  0.440698  5.51×10⁻²  2.08  2.74  81  107
3  0.503135  7.32×10⁻³  1.19  1.50  256  244
5  0.511702  1.59×10⁻²  3.78×10⁻¹  4.48×10⁻¹  1296  790
10  0.495436  3.78×10⁻⁴  2.01×10⁻²  2.19×10⁻²  14641  4675
15  0.495819  4.76×10⁻⁶  1.02×10⁻³  1.07×10⁻³  65536  14160
20  0.495814  1.5×10⁻⁷  5.10×10⁻⁵  5.25×10⁻⁵  194481  31745

The error is not monotonic: it is larger at p = 5 than at p = 3. The bounds decrease with p because they sum positive terms, but the error is a signed sum, and U_p lies below U at p = 2, above it at p = 3 and 5, and below it again at p = 10. For p ≤ 4 both bounds exceed U itself (at p = 4, not tabulated, 12E_p = 0.67 Ry and 12G_p = 0.82 Ry) and say nothing useful about this configuration; they first fall below U at p = 5. At p = 20 the error is 1.5×10⁻⁷ Ry, or 2.1×10⁻⁶ eV, some three hundred times below 12E_p. Equality would need all six pairs at the nearest points of the spheres with one sign, whereas here only one pair has |t| = a and |s| = b, and it is not collinear with R. The geometric form loses little against the sharp one, E₂₀/G₂₀ = 0.973, and the factorised map uses 6.1 times fewer multiplications.

To fix p in advance, require (R−a−b)G_p ≤ 10⁻⁶, a pair error of 10⁻⁶ relative to the largest pair potential 1/(R−a−b) that the spheres allow. For a = b this reads 2(a/(R−a))^(p+1) ≤ 10⁻⁶. The present offset first meets it at p = 24, with 390625 against 53325 multiplications, a ratio of 7.3. The nearest offset of the cubic list, R = 4 bohr, has ratio √3/(4 − √3) = 0.763708 and first meets it at p = 53, with 8503056 against 530694, a ratio of 16. This ratio counts products with zero entries of K, and R = 4 bohr occurs only along the coordinate axes, which are not generic directions. Along ±z only the entries with k = m are nonzero, so the direct map is the cheaper one once zeros are skipped. Along ±x and ±y, C_nμ vanishes at θ = π/2 when n+μ is odd, which removes about half of the entries. These orders are sufficient, but they are not shown to be the smallest that serve for charges inside the cubes: the points aR̂ and −bR̂ that attain E_p lie on the enclosing spheres but outside the cubes unless R̂ points along a body diagonal.

Numerical values quoted here were computed with a short program.
